# Fukui functions from density differences, chemical potentials and Kohn-Sham relaxation: verification in Python

```python
"""Fukui functions: density differences, potential derivatives, Kohn-Sham split.

Result under test, for N electrons in an external potential v:
  f_plus  = n(N+1) - n(N) = d(-A)/dv,   f_minus = n(N) - n(N-1) = d(-I)/dv,
  f = |frontier orbital|^2 + chi_s * d(v_s)/dN   (the last term is relaxation).
I, A: ionization energy and electron affinity; v_s: Kohn-Sham potential;
chi_s: Kohn-Sham density response at fixed occupations.
Part 1: interacting four-site chain, full diagonalization (energies in eV).
Part 2: H2CO, spin-restricted LDA in 6-31G*, atomic units inside the code.
"""
from functools import reduce
import numpy as np
from scipy import constants
from scipy.linalg import eigh
from scipy.optimize import brentq, root
from pyscf import dft, gto

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10


def show(label, values, unit, digits=4):
    numbers = " ".join(f"{x:.{digits}f}" for x in np.atleast_1d(values))
    print(f"{label}: {numbers} {unit}")


# ---------------- Part 1: interacting chain ----------------
SITES, HOP, ONSITE, NEIGHBOUR = 4, 1.0, 4.0, 1.0
site_potential = np.array([0.0, -0.6, 0.4, -0.2])


def annihilator(mode):
    sign, lower = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [0.0, 0.0]])
    factors = [sign] * mode + [lower] + [np.eye(2)] * (2 * SITES - 1 - mode)
    return reduce(np.kron, factors)


ops = [annihilator(k) for k in range(2 * SITES)]
mode_number = np.array([np.diag(c.T @ c) for c in ops])
site_number = mode_number[0::2] + mode_number[1::2]
total_number = np.rint(site_number.sum(axis=0)).astype(int)
interaction = ONSITE * (mode_number[0::2] * mode_number[1::2]).sum(axis=0)
interaction = interaction + NEIGHBOUR * (site_number[:-1] * site_number[1:]).sum(axis=0)
fixed_hamiltonian = np.diag(interaction)
for k in range(2 * SITES - 2):
    hop = ops[k].T @ ops[k + 2]
    fixed_hamiltonian = fixed_hamiltonian - HOP * (hop + hop.T)


def sector_states(v, electrons):
    idx = np.flatnonzero(total_number == electrons)
    h = fixed_hamiltonian[np.ix_(idx, idx)] + np.diag(v @ site_number[:, idx])
    energies, vectors = np.linalg.eigh(h)
    return energies, site_number[:, idx] @ vectors**2


def ground(v, electrons):
    energies, densities = sector_states(v, electrons)
    return energies[0], densities[:, 0]


(e1, n1), (e2, n2), (e3, n3) = [ground(site_potential, m) for m in (1, 2, 3)]
ionization, affinity = e1 - e2, e2 - e3
chain_plus, chain_minus = n3 - n2, n2 - n1
assert ionization > affinity

# Low-temperature grand canonical average at fractional mean electron number.
KT = 0.005
sectors = [sector_states(site_potential, m) for m in range(2 * SITES + 1)]
all_energies = np.concatenate([s[0] for s in sectors])
all_densities = np.concatenate([s[1] for s in sectors], axis=1)
all_numbers = all_densities.sum(axis=0)


def thermal_density(mu):
    exponent = -(all_energies - mu * all_numbers) / KT
    weights = np.exp(exponent - exponent.max())
    return all_densities @ (weights / weights.sum())


ensemble_error = 0.0
for mean, centre, expected in ((2.3, -affinity, n2 + 0.3 * chain_plus),
                               (1.7, -ionization, n2 - 0.3 * chain_minus)):
    mu = brentq(lambda m: thermal_density(m).sum() - mean,
                centre - 0.1, centre + 0.1, xtol=1e-14)
    ensemble_error = max(ensemble_error, np.abs(thermal_density(mu) - expected).max())
assert ensemble_error < 1e-6


def chain_ks_potential(density):
    """Potential whose nodeless lowest orbital gives a two-electron density."""
    phi = np.sqrt(density / 2)
    return -(hopping @ phi) / phi


hopping = -HOP * (np.eye(SITES, k=1) + np.eye(SITES, k=-1))


def chain_gaps(v):
    energies = [ground(v, m)[0] for m in (1, 2, 3)]
    levels = np.linalg.eigvalsh(hopping + np.diag(chain_ks_potential(ground(v, 2)[1])))
    return energies[1] - energies[0], energies[2] - energies[1], levels[1] - levels[0]


# Derivatives of -I, -A and the Kohn-Sham gap with respect to site potentials.
STEP = 1e-4
gradients = np.array([(np.array(chain_gaps(site_potential + STEP * e))
                       - np.array(chain_gaps(site_potential - STEP * e))) / (2 * STEP)
                      for e in np.eye(SITES)]).T
assert np.abs(gradients[0] - chain_minus).max() < 1e-6
assert np.abs(gradients[1] - chain_plus).max() < 1e-6
ks_gap = chain_gaps(site_potential)[2]
delta_xc = ionization - affinity - ks_gap
delta_gradient = gradients[1] - gradients[0] - gradients[2]
assert np.abs(delta_gradient).max() > 1e-3

# Exact Kohn-Sham split from potentials inverted at fractional charge.
vs_zero = chain_ks_potential(n2)
levels, orbitals = np.linalg.eigh(hopping + np.diag(vs_zero))
chi = np.zeros((SITES, SITES))
for a in range(1, SITES):
    pair = orbitals[:, 0] * orbitals[:, a]
    chi += 4 * np.outer(pair, pair) / (levels[0] - levels[a])
assert np.abs(chi.sum(axis=1)).max() < 1e-12


def invert(target, occupations):
    def residual(x):
        c = np.linalg.eigh(hopping + np.diag(np.append(0.0, x)))[1]
        return (c**2 @ occupations - target)[1:]
    solution = root(residual, vs_zero[1:] - vs_zero[0], tol=1e-13)
    assert np.abs(residual(solution.x)).max() < 1e-10
    return np.append(0.0, solution.x)


chain_relax = {}
W = 2e-4
for side, fukui, frontier in ((1, chain_plus, 1), (-1, chain_minus, 0)):
    pots = []
    for w in (0.0, W, 2 * W):
        occ = np.array([2.0, w, 0, 0]) if side == 1 else np.array([2.0 - w, 0, 0, 0])
        pots.append(invert(n2 + side * w * fukui, occ))
    slope = side * (4 * pots[1] - pots[2] - 3 * pots[0]) / (2 * W)
    chain_relax[side] = chi @ slope
    assert np.abs(orbitals[:, frontier]**2 + chain_relax[side] - fukui).max() < 1e-5

show("chain hopping, on-site U, neighbour V", [HOP, ONSITE, NEIGHBOUR], "eV", 1)
show("chain site potentials", site_potential, "eV", 1)
show("chain I, A (N=2)", [ionization, affinity], "eV")
show("chain KS gap, Delta_xc", [ks_gap, delta_xc], "eV")
show("chain density N=2", n2, "electrons")
show("chain f_plus", chain_plus, "(per site)")
show("chain LUMO density", orbitals[:, 1]**2, "(per site)")
show("chain relaxation plus", chain_relax[1], "(per site)")
show("chain f_minus", chain_minus, "(per site)")
show("chain HOMO density", orbitals[:, 0]**2, "(per site)")
show("chain relaxation minus", chain_relax[-1], "(per site)")
show("chain d(Delta_xc)/dv", delta_gradient, "(per site)")
print(f"chain thermal-ensemble largest deviation: {ensemble_error:.1e} electrons")

# ---------------- Part 2: formaldehyde, LDA ----------------
CO, CH, HCH = 1.21, 1.11, 116.0
half = np.radians(HCH / 2)
hy, hz = CH * np.sin(half), -CH * np.cos(half)
mol = gto.M(atom=[["C", (0, 0, 0)], ["O", (0, 0, CO)],
                  ["H", (0, hy, hz)], ["H", (0, -hy, hz)]],
            basis="6-31g*", unit="Angstrom", verbose=0)
grid = dft.gen_grid.Grids(mol)
grid.level = 2
grid.build()
keep = np.abs(grid.weights) > 1e-14
points, weights = grid.coords[keep], grid.weights[keep]
ao = dft.numint.eval_ao(mol, points)
size, closed = mol.nao, mol.nelectron // 2
overlap = mol.intor("int1e_ovlp")
core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
eri = mol.intor("int2e").reshape(size**2, size**2)


def density_on_grid(p):
    return np.einsum("gi,gi->g", ao @ p, ao)


def potential_matrix(values):
    return ao.T @ (ao * (weights * values)[:, None])


def fock_and_energy(p, extra):
    rho = density_on_grid(p)
    exc, vxc = dft.libxc.eval_xc("lda,vwn", rho, spin=0, deriv=1)[:2]
    coulomb = (eri @ p.ravel()).reshape(size, size)
    energy = np.sum(p * (core + extra + coulomb / 2)) + weights @ (rho * np.ravel(exc))
    return core + extra + coulomb + potential_matrix(np.ravel(vxc[0])), energy


def solve_scf(start, change=0.0, reference=None, extra=0.0):
    """Self-consistent LDA; 'change' electrons are added to the frontier orbital,
    which is followed by its overlap with the orbital 'reference'."""
    def fill(c):
        occ, frontier = np.zeros(size), None
        if reference is None:
            occ[:closed] = 2
        else:
            frontier = int(np.argmax(np.abs(c.T @ overlap @ reference)))
            rest = [k for k in range(size) if k != frontier]
            occ[rest[:closed if change > 0 else closed - 1]] = 2
            occ[frontier] = change if change > 0 else 2 + change
        return (c * occ) @ c.T, frontier

    p, _ = fill(start)
    focks, errors = [], []
    for _ in range(150):
        f, energy = fock_and_energy(p, extra)
        error = f @ p @ overlap
        error = error - error.T
        if np.abs(error).max() < 1e-9:
            eps, c = eigh(f, overlap)
            p, frontier = fill(c)
            return {"E": energy, "eps": eps, "C": c, "n": density_on_grid(p),
                    "level": None if frontier is None else eps[frontier]}
        focks, errors = (focks + [f])[-8:], (errors + [error.ravel()])[-8:]
        m = len(focks)
        gram = np.array(errors) @ np.array(errors).T
        system = -np.ones((m + 1, m + 1))
        system[:m, :m], system[m, m] = gram / gram.max(), 0.0
        mix = np.linalg.solve(system, np.append(np.zeros(m), -1.0))[:m]
        p, _ = fill(eigh(sum(a * b for a, b in zip(mix, focks)), overlap)[1])
    raise RuntimeError("self-consistency not reached")


guess = dft.RKS(mol).get_init_guess(key="minao")
neutral = solve_scf(eigh(fock_and_energy(np.asarray(guess), 0.0)[0], overlap)[1])
eps, C = neutral["eps"], neutral["C"]
orbital_grid = ao @ C

# Linear response: mixing amplitudes of occupied and virtual orbitals.
fxc = np.ravel(dft.libxc.eval_xc("lda,vwn", neutral["n"], spin=0, deriv=2)[2][0])
fxc = np.where(neutral["n"] > 1e-12, fxc, 0.0)
pairs_grid = (orbital_grid[:, :closed, None] * orbital_grid[:, None, closed:]
              ).reshape(len(weights), -1)
pairs_ao = np.einsum("pi,qa->pqia", C[:, :closed], C[:, closed:]).reshape(size**2, -1)
kernel = pairs_ao.T @ eri @ pairs_ao + pairs_grid.T @ (pairs_grid * (weights * fxc)[:, None])
gaps = (eps[None, closed:] - eps[:closed, None]).ravel()

names = {1: "plus", -1: "minus"}
index = {1: closed, -1: closed - 1}
frontier_density, fukui, amplitudes = {}, {}, {}
H = 0.01
fd_error, janak_error = {}, {}
for side in (1, -1):
    ref = C[:, index[side]]
    bare = orbital_grid[:, index[side]]**2
    drive = pairs_ao.T @ (eri @ np.outer(ref, ref).ravel())
    drive = drive + pairs_grid.T @ (weights * fxc * bare)
    x = -np.linalg.solve(np.diag(gaps) + 4 * kernel, drive)
    frontier_density[side], amplitudes[side] = bare, x
    fukui[side] = bare + 4 * pairs_grid @ x
    assert abs(weights @ fukui[side] - 1) < 1e-3
    one = solve_scf(C, side * H, ref)
    two = solve_scf(C, side * 2 * H, ref)
    numeric = side * (4 * one["n"] - two["n"] - 3 * neutral["n"]) / (2 * H)
    fd_error[side] = weights @ np.abs(numeric - fukui[side])
    assert fd_error[side] < 2e-3
    mu = side * (4 * one["E"] - two["E"] - 3 * neutral["E"]) / (2 * H)
    janak_error[side] = abs(mu - eps[index[side]])
    assert janak_error[side] < 1e-4

show("H2CO C=O, C-H lengths", [CO, CH], "angstrom", 2)
show("H2CO H-C-H angle", HCH, "degrees", 0)
print(f"H2CO basis functions, electrons: {size} {mol.nelectron} (counts)")
show("H2CO HOMO, LUMO levels", eps[[closed - 1, closed]] * HARTREE, "eV", 3)
assert eps[closed] < 0
for side in (1, -1):
    relax = fukui[side] - frontier_density[side]
    moved = weights @ np.abs(relax) / 2
    negative = weights @ np.maximum(-fukui[side], 0)
    show(f"H2CO {names[side]} charge moved by relaxation", moved, "electrons per electron")
    show(f"H2CO {names[side]} integral of negative part", negative, "electrons per electron")
    print(f"H2CO {names[side]} response vs fractional SCF, integrated: {fd_error[side]:.1e} (pure number)")
    print(f"H2CO {names[side]} dE/dN minus frontier level: {janak_error[side] * HARTREE:.1e} eV")
    if side == 1:
        assert negative > 1e-3

# Gaussian probe potentials: level shift per unit strength equals integral of f.
WIDTH, STRENGTH = 0.5, 1e-3
show("probe width s in exp(-r^2/s^2)", WIDTH, "angstrom", 1)
show("probe strength", STRENGTH * HARTREE, "eV", 4)
for atom, name in ((0, "C"), (1, "O")):
    distance2 = np.sum((points - mol.atom_coords()[atom])**2, axis=1)
    probe = np.exp(-distance2 / (WIDTH / BOHR)**2)
    matrix = potential_matrix(probe)
    up = solve_scf(C, extra=STRENGTH * matrix)["eps"]
    down = solve_scf(C, extra=-STRENGTH * matrix)["eps"]
    for side in (1, -1):
        k = index[side]
        shift = (up[k] - down[k]) / (2 * STRENGTH)
        full = weights @ (probe * fukui[side])
        bare = weights @ (probe * frontier_density[side])
        assert abs(shift - full) < 1e-4
        show(f"probe {name} {names[side]}: orbital, relaxation, f, level slope",
             [bare, full - bare, full, shift], "(pure numbers)")

# A point in the molecular plane beside oxygen, where the pi* orbital has its node.
OFFSET = 0.5
place = mol.atom_coords()[1] + np.array([0.0, OFFSET / BOHR, 0.0])
local = (dft.numint.eval_ao(mol, place[None, :]) @ C)[0]
local_bare = local[closed]**2
local_pairs = np.outer(local[:closed], local[closed:]).ravel()
local_fukui = local_bare + 4 * local_pairs @ amplitudes[1]
assert local_bare < 1e-8
show("in-plane point, distance from O", OFFSET, "angstrom", 1)
print(f"in-plane LUMO density: {local_bare / BOHR**3:.1e} angstrom^-3")
show("in-plane f_plus", local_fukui / BOHR**3, "angstrom^-3")

# Whole-electron changes: curvature of LDA in N, and the unbound extra electron.
cation = solve_scf(C, -1.0, C[:, closed - 1])
anion = solve_scf(C, 1.0, C[:, closed])
difference = neutral["n"] - cation["n"]
separation = weights @ np.abs(difference - fukui[-1]) / 2
assert separation > 1e-3
assert cation["E"] - neutral["E"] > -eps[closed - 1]
assert anion["level"] > 0
show("H2CO E(N-1)-E(N)", (cation["E"] - neutral["E"]) * HARTREE, "eV", 3)
show("H2CO cation frontier level", cation["level"] * HARTREE, "eV", 3)
show("H2CO anion frontier level", anion["level"] * HARTREE, "eV", 3)
show("H2CO f_minus difference vs derivative, charge misplaced", separation, "electrons")
print("done: every assertion held")
```

It prints:

```
chain hopping, on-site U, neighbour V: 1.0 4.0 1.0 eV
chain site potentials: 0.0 -0.6 0.4 -0.2 eV
chain I, A (N=2): 0.7440 -0.6580 eV
chain KS gap, Delta_xc: 0.5837 0.8183 eV
chain density N=2: 0.3584 0.6540 0.3858 0.6018 electrons
chain f_plus: 0.4557 0.2394 0.0305 0.2744 (per site)
chain LUMO density: 0.2885 0.1699 0.0244 0.5172 (per site)
chain relaxation plus: 0.1672 0.0696 0.0061 -0.2429 (per site)
chain f_minus: 0.1930 0.1213 0.1691 0.5166 (per site)
chain HOMO density: 0.1792 0.3270 0.1929 0.3009 (per site)
chain relaxation minus: 0.0138 -0.2057 -0.0238 0.2157 (per site)
chain d(Delta_xc)/dv: 0.1857 0.1938 0.0285 -0.4081 (per site)
chain thermal-ensemble largest deviation: 2.0e-14 electrons
H2CO C=O, C-H lengths: 1.21 1.11 angstrom
H2CO H-C-H angle: 116 degrees
H2CO basis functions, electrons: 32 16 (counts)
H2CO HOMO, LUMO levels: -5.906 -2.405 eV
H2CO plus charge moved by relaxation: 0.4123 electrons per electron
H2CO plus integral of negative part: 0.1587 electrons per electron
H2CO plus response vs fractional SCF, integrated: 2.4e-06 (pure number)
H2CO plus dE/dN minus frontier level: 2.2e-05 eV
H2CO minus charge moved by relaxation: 0.4475 electrons per electron
H2CO minus integral of negative part: 0.1422 electrons per electron
H2CO minus response vs fractional SCF, integrated: 1.3e-05 (pure number)
H2CO minus dE/dN minus frontier level: 1.6e-05 eV
probe width s in exp(-r^2/s^2): 0.5 angstrom
probe strength: 0.0272 eV
probe C plus: orbital, relaxation, f, level slope: 0.1086 -0.0831 0.0255 0.0255 (pure numbers)
probe C minus: orbital, relaxation, f, level slope: 0.0173 -0.0190 -0.0017 -0.0017 (pure numbers)
probe O plus: orbital, relaxation, f, level slope: 0.1336 -0.0952 0.0384 0.0384 (pure numbers)
probe O minus: orbital, relaxation, f, level slope: 0.2336 -0.1827 0.0510 0.0510 (pure numbers)
in-plane point, distance from O: 0.5 angstrom
in-plane LUMO density: 4.1e-30 angstrom^-3
in-plane f_plus: -0.1527 angstrom^-3
H2CO E(N-1)-E(N): 11.160 eV
H2CO cation frontier level: -16.480 eV
H2CO anion frontier level: 7.133 eV
H2CO f_minus difference vs derivative, charge misplaced: 0.1079 electrons
done: every assertion held
```
